# Why a finite Landauer phonon conductance need not mean interface resistance

Draw $N$ imaginary planes through a perfect crystal that joins two heat reservoirs. Drawing them changes no atom, so the heat flux cannot depend on $N$. If each plane had a local resistance $r$ in series with the rest, the total would be $R_0+Nr$. This is independent of $N$ if and only if $r=0$.

The same symmetry does not make the total conductance infinite. Per unit area, a conductance can be built from Boltzmann's constant, a sound speed $v$ and a lattice spacing $a$:

$$G_0=\text{number}\times\frac{k_Bv}{a^3}\qquad\text{(high temperature)}.$$

No interface enters this scale. A Landauer calculation across an imaginary plane returns this finite $G_0$, and reading $1/G_0$ as the resistance of the plane contradicts the symmetry.

## The counter-example: a plane that is not there

Take a simple cubic lattice of atoms of mass $M$, joined to their neighbours by springs $K$. Each atom has three displacement components that do not mix, which gives three identical scalar branches. A plane wave in $M\ddot u_{\mathbf r}=K\sum_{\mathbf r'}(u_{\mathbf r'}-u_{\mathbf r})$ gives

$$M\omega^2=K\left[\lambda+4\sin^2\frac{\theta}{2}\right],\qquad \lambda=4\sin^2\frac{q_xa}{2}+4\sin^2\frac{q_ya}{2},$$

where $\theta=k_za$ and $z$ is the direction of heat flow. At long wavelength $\omega=v|\mathbf k|$, with $v=a\sqrt{K/M}$.

The crystal is harmonic. The reservoirs absorb every arriving phonon and emit phonons with the Bose occupation $n(\omega,T)$, at $T_L$ on the left and $T_R$ on the right. Let $\mathcal T$ be the transmitted fraction of a mode's energy flux. Right-moving modes carry

$$J_+=3\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,\hbar\omega\,n(\omega,T_L)\,\mathcal T .$$

At fixed transverse wave vector $v_z\,dk_z=d\omega$, so the density of modes cancels against the velocity and leaves $d\omega/2\pi$. The opposite flux $J_-$ is therefore the same integral with $T_R$, provided $\mathcal T$ is equal in both directions. For small $\Delta T=T_L-T_R$, $n(\omega,T_L)-n(\omega,T_R)\simeq\Delta T\,\partial n/\partial T$, and

$$J=G_2\Delta T,\qquad G_2=3\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,c\,\mathcal T,\qquad c=\hbar\omega\frac{\partial n}{\partial T}.$$

For the imaginary plane $\mathcal T=1$, and $G_2$ becomes $G_0$. The heat capacity per volume $C$ counts both directions of motion, so $G_0=\tfrac12C\langle|v_z|\rangle$, with the average weighted by $c$.

At low temperature the waves are isotropic, $\langle|v_z|\rangle=v/2$, and $G_0=Cv/4$. The thermal energy of the three branches is

$$U=\frac{3}{2\pi^2v^3}\int_0^\infty\frac{\hbar\omega^3\,d\omega}{e^{\hbar\omega/k_BT}-1}=\frac{\pi^2k_B^4T^4}{10\hbar^3v^3},$$

since $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$. Differentiation gives $C=2\pi^2k_B^4T^3/(5\hbar^3v^3)$, hence

$$G_0=\frac{\pi^2k_B^4T^3}{10\hbar^3v^2}.$$

For numbers, take $a=0.324$ nm, which reproduces the volume per atom of InSb, and a rough mean speed $v=2.4$ km/s. The reservoirs are at 305 K and 295 K. Gauss–Legendre integration over the Brillouin zone at 300 K gives $C=1.196$ MJ/(m³ K) and

$$G_0=407\ \text{MW/(m}^2\text{K)},\qquad \frac1{G_0}=2.457\ \text{m}^2\text{K/GW}.$$

The flux is $407\times10=4070$ MW/m², or 4.07 GW/m². The mean $|v_z|$ is $2G_0/C=0.68$ km/s, below $v/2=1.2$ km/s because the bands flatten towards the zone edge.

Now find the temperature beside the plane. Right movers carry 305 K and left movers 295 K, on both sides alike. Since $\omega(\mathbf k)=\omega(-\mathbf k)$, the two groups have equal heat capacity. A thermometer that matches the local energy density reads

$$\tfrac12(305+295)=300\ \text{K}$$

on the left and 300 K on the right. Any other local thermometer also gives two equal readings, because it meets the same phonon distribution on both sides. Heat flows with no temperature drop at the plane.

The 10 K is lost at the reservoirs, 5 K at each. Just inside the left contact half of the modes come from the cold reservoir, so the crystal is cooler there than the reservoir. Thus $1/G_0$ is the resistance of joining two reservoirs through a finite set of modes.

A classical chain shows this without assigning temperatures to modes. Take 1000 atoms with $M=K=k_B=1$ and start the left half at temperature 1 and the right half at 0. Exact normal-mode evolution to time 800 gives kinetic temperatures 0.5002 and 0.4998 on the two atoms beside the midpoint. The current there is 0.3183, which is the Landauer value $\int_0^2d\omega/2\pi=1/\pi$.

## The correct statement

Let $G_L$ and $G_R$ be the ballistic conductances of the perfect crystals on the two sides. Assume elastic scattering with conserved transverse wave vector and at most one outgoing wave per side. Read local temperatures far enough from the plane that interference between incident and reflected waves has averaged out. Then

$$R_{\rm int}=\frac{1-\frac12\left(\langle\mathcal T\rangle_L+\langle\mathcal T\rangle_R\right)}{G_2},$$

where $\langle\mathcal T\rangle_L$ and $\langle\mathcal T\rangle_R$ average over the modes incident from each side, with the weights of the chosen thermometer. For a thermometer that weights modes by the flux they carry,

$$R_{\rm int}=\frac1{G_2}-\frac12\left(\frac1{G_L}+\frac1{G_R}\right)\ge\frac12\left|\frac1{G_L}-\frac1{G_R}\right| .$$

With either thermometer $R_{\rm int}=0$ if and only if the modes on both sides are fully transmitted, apart from a set of zero weight.

**Proof.** On the left, incident modes carry $T_L$. An outgoing mode holds a fraction $1-\mathcal T$ of reflected phonons and $\mathcal T$ of transmitted ones. To first order in $\Delta T$ its temperature is

$$(1-\mathcal T)T_L+\mathcal T\,T_R=T_L-\mathcal T\Delta T .$$

Incident and outgoing modes have equal total weight, so

$$T_{\rm left}=\tfrac12T_L+\tfrac12\left(T_L-\langle\mathcal T\rangle_L\Delta T\right)=T_L-\tfrac12\langle\mathcal T\rangle_L\Delta T .$$

Exchanging the sides gives $T_{\rm right}=T_R+\tfrac12\langle\mathcal T\rangle_R\Delta T$. Subtracting, and dividing by $J=G_2\Delta T$, gives the first formula. It vanishes if and only if both averages are 1. Since $\mathcal T\le1$, this requires full transmission on both sides.

Flux weights are $v_zc$, so $\langle\mathcal T\rangle_L=G_2/G_L$ and $\langle\mathcal T\rangle_R=G_2/G_R$. Substitution gives the second formula. Because $\mathcal T\le1$, $1/G_2$ is at least the larger of $1/G_L$ and $1/G_R$. That larger value is their mean plus half their difference, which proves the bound. $\square$

## A real interface for comparison

Keep every spring $K$ and double the mass in all layers $n\ge1$. This is a chosen test crystal, not a named material. At fixed $\lambda$, write

$$u_n=e^{i\theta n}+\rho e^{-i\theta n}\ (n\le0),\qquad u_n=Ae^{i\phi n}\ (n\ge1).$$

The equation for layer 0 holds if the left-hand wave, continued to $n=1$, equals the actual displacement there. The equation for layer 1 requires the same of the right-hand wave at $n=0$. Thus

$$e^{i\theta}+\rho e^{-i\theta}=Ae^{i\phi},\qquad 1+\rho=A .$$

Eliminating $\rho$ gives $A(e^{i\phi}-e^{-i\theta})=2i\sin\theta$. Also $|e^{i\phi}-e^{-i\theta}|^2=2-2\cos(\theta+\phi)=4\sin^2[(\theta+\phi)/2]$.

The mean power through a spring is $-K\langle(u_{n+1}-u_n)\dot u_{n+1}\rangle$. For a wave of amplitude $A$ and phase step $\phi$ it equals $\tfrac12K\omega|A|^2\sin\phi$. Dividing by the incident power,

$$\mathcal T=|A|^2\frac{\sin\phi}{\sin\theta}=\frac{\sin\theta\sin\phi}{\sin^2[(\theta+\phi)/2]},\qquad 1-\mathcal T=\frac{\sin^2[(\theta-\phi)/2]}{\sin^2[(\theta+\phi)/2]} .$$

The first form is symmetric between the sides, as the flux formula required. The second shows $\mathcal T\le1$, with equality at $\theta=\phi$, the case of equal masses.

Equal frequency on the two sides requires

$$4\sin^2\frac\phi2=\lambda+8\sin^2\frac\theta2 .$$

The left side cannot exceed 4, so every left-hand mode with $\lambda>4$ is totally reflected. The map $q_{x,y}\to\pi/a-q_{x,y}$ in the positive quadrant turns $\lambda$ into $8-\lambda$, so this removes half of the transverse wave vectors. The others transmit only for $\sin^2(\theta/2)<(4-\lambda)/8$.

The same integration gives $G_L=407$, $G_R=290.1$ and $G_2=44.1$ MW/(m² K). The averages weighted by heat capacity are 0.065 on the left and 0.099 on the right. Hence

$$T_{\rm left}=305-\tfrac12(0.065)(10)=304.67\ \text{K},\qquad T_{\rm right}=295+\tfrac12(0.099)(10)=295.50\ \text{K}.$$

The drop is 9.2 K and the flux 0.441 GW/m², so $R_{\rm int}=20.8$ m²K/GW. The flux thermometer gives

$$R_{\rm int}=22.686-\tfrac12(2.457+3.447)=19.7\ \text{m}^2\text{K/GW}.$$

The two values differ by about 5% because the phonons beside the interface are not in equilibrium, so a quoted resistance needs its thermometer named. The raw $1/G_2=22.7$ m²K/GW exceeds them by 9% and 15%.

Measured against $R_{\rm int}$, the excess of $1/G_2$ can grow without limit as the interface improves. Suppose the crystals on the two sides are the same and all modes have one transmission $t$. Then $G_2=tG_0$, and both thermometers give

$$R_{\rm int}=\frac{1-t}{tG_0}.$$

As $t\to1$ this vanishes, while $1/G_2$ tends to $1/G_0$. The raw value is then entirely contact resistance.

## Several planes in series

Let several such scatterers act incoherently. Between them let right and left movers have temperatures $f$ and $b$, so $J=G_0(f-b)$ and the local temperature is $(f+b)/2$. Primes denote the region beyond a scatterer. From $b=(1-t)f+tb'$ follows $f-b=t(f-b')$, hence $f-b'=J/(tG_0)$. With $b=f-J/G_0$ and $f'=b'+J/G_0$, the local drop is

$$\tfrac12(f+b-f'-b')=f-b'-\frac J{G_0}=\frac J{G_0}\,\frac{1-t}{t}.$$

Each contact adds $J/(2G_0)$, since $f=T_L$ at the left end and $b=T_R$ at the right. Therefore

$$G_0R_{\rm total}=1+\sum_i\frac{1-t_i}{t_i}.$$

Ten imaginary planes give 1. Adding their Landauer resistances would give 10.

## How far the model is from InSb

With a rough bulk conductivity $\kappa=17$ W/(m K), $1/G_0$ equals the resistance of 42 nm of InSb. If all modes had the same mean free path along $z$, reservoirs 5 nm apart would add $5\ \text{nm}/\kappa=0.29$ m²K/GW of bulk scattering, 12% of $1/G_0$. A spread of mean free paths at the same $\kappa$ raises this share, to roughly 30% if scattering rates grow as $\omega^2$. That scattering creates a gradient, but still no jump at an imaginary plane.

A larger error can come from the optical branches. InSb has two atoms per primitive cell, so three of its six branches are optical. These carry less heat than the acoustic branches, but their share need not be negligible. The model has the same number of modes per atom, but its upper half belongs to acoustic bands that do carry heat. In the extreme case where the upper half of the model's modes by frequency carried none, $G_0$ would fall by 40%, to about 244 MW/(m² K). Using three rough speeds of 3.4, 2.3 and 1.6 km/s instead of one raises the original $G_0$ by 1%. The transverse acoustic bands of InSb also flatten at lower frequencies than the model's, which lowers the conductance further. The value 407 MW/(m² K) therefore belongs to the model and is probably well above that of InSb. Electronic heat flow is left out.

Real interfaces also have altered springs and disorder. Elastic disorder can open transitions between transverse wave vectors. At each frequency, however, energy conservation keeps the summed transmission from exceeding the number of incident modes on either side, so $G_2$ cannot rise above the smaller bulk value, here 290 MW/(m² K). The actual ceiling is lower still, because the light crystal has fewer modes at low frequency and the heavy one has fewer at high frequency. This argument works frequency by frequency and does not cover inelastic scattering. None of these corrections gives an imaginary plane a resistance, because its two sides remain the same crystal at the same place.
